# Non-uniqueness and Invariants of Plane-Wave Representations in the Interstitial Region

In augmented-plane-wave methods, space is divided into atomic spheres and an interstitial region. Densities and potentials are expanded in plane waves in the interstitial and in spherical harmonics inside the spheres. The plane waves extend through the whole cell, although their sum is used outside the spheres alone. This problem asks how much freedom that leaves.

Let a periodic cell of volume $\Omega$ contain disjoint closed spheres, whose union is $S$, and let $I$ be the rest of the cell. The step function $\Theta(\mathbf r)$ is 1 in $I$ and 0 in $S$. For a lattice-periodic function $f$ and reciprocal-lattice vectors $\mathbf G$,

$$f(\mathbf r)=\sum_{\mathbf G}f_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad f_{\mathbf G}=\frac1\Omega\int_\Omega f(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r .$$

All functions are square integrable, series converge in the mean-square sense, and functions equal almost everywhere are identified. Coefficients $c_{\mathbf G}$ *represent* $f$ on $I$ if $\sum_{\mathbf G} c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}=f(\mathbf r)$ there.

The numerical example is a model cubic cell of edge $a=0.4$ nm with one sphere of radius $R=0.15$ nm at the origin. The interstitial electron density is

$$n(\mathbf r)=n_0-n_1\sum_{i=x,y,z}\cos(2\pi r_i/a),\qquad n_0=50,\quad n_1=5\ \text{nm}^{-3}.$$

The numbers below come from the numerical check, which integrates directly over the interstitial region for comparison.

## (a) All representations of one function

**Given $f$ on $I$ only, find every set of coefficients that represents it.**

**Solution.** Choose any square-integrable function $g$ on $S$ and define $F=f$ in $I$, $F=g$ in $S$. This $F$ is an ordinary periodic function, so it has a Fourier series, and on $I$ that series equals $f$. Every continuation $g$ therefore supplies a representation.

Now let $c$ and $c'$ both represent $f$. The function $h$ with coefficients $h_{\mathbf G}=c'_{\mathbf G}-c_{\mathbf G}$ equals $f-f=0$ on $I$. Conversely, adding the coefficients of a function that vanishes on $I$ leaves the sum on $I$ unchanged. Hence

$$c'_{\mathbf G}=c_{\mathbf G}+h_{\mathbf G},\qquad h_{\mathbf G}=\frac1\Omega\int_S h(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r, \tag{1}$$

with $h$ arbitrary in $S$, describes all representations. The freedom is infinite-dimensional. It disappears if the spheres shrink to points, since $S$ then has no volume.

There is no conflict with the uniqueness of Fourier coefficients. That theorem concerns a function known on the whole cell, and here part of the cell is unspecified.

## (b) An explicit family

**For one sphere of radius $R$ at the origin, find the coefficients of $h=A(1-r^2/R^2)^p$ in $S$, $h=0$ in $I$, with integer $p\ge0$. Deduce $\Theta_{\mathbf G}$.**

**Solution.** The angular integral of $e^{-i\mathbf G\cdot\mathbf r}$ is $4\pi j_0(Gr)$. With $t=r/R$ and $x=GR$,

$$h_{\mathbf G}=\frac{4\pi R^3A}{\Omega}J_{p,0},\qquad J_{p,l}=\int_0^1(1-t^2)^p\,t^{l+2}j_l(xt)\,dt .$$

The Bessel identity $\frac{d}{du}[u^{l+2}j_{l+1}(u)]=u^{l+2}j_l(u)$, with $u=xt$, gives

$$t^{l+2}j_l(xt)=\frac1x\frac{d}{dt}\left[t^{l+2}j_{l+1}(xt)\right].$$

For $p\ge1$ integrate by parts. The boundary term vanishes at $t=1$ because of $(1-t^2)^p$, and at $t=0$ because of $t^{l+2}$. The derivative of $(1-t^2)^p$ is $-2pt(1-t^2)^{p-1}$, and its minus sign cancels that of the integration by parts:

$$J_{p,l}=\frac{2p}{x}J_{p-1,l+1}.$$

Applying this $p$ times gives $J_{p,0}=2^pp!\,x^{-p}J_{0,p}$. The same identity gives $J_{0,p}=j_{p+1}(x)/x$, so

$$h_{\mathbf G}=\frac{4\pi R^3A}{\Omega}\,2^pp!\,\frac{j_{p+1}(GR)}{(GR)^{p+1}}. \tag{2}$$

At $\mathbf G=0$ the last fraction takes its limit $1/(2p+3)!!$. Since $\Theta$ is one minus the indicator function of the sphere, which is the case $A=1$, $p=0$,

$$\Theta_{\mathbf G}=\delta_{\mathbf G,0}-\frac{4\pi R^3}{\Omega}\frac{j_1(GR)}{GR}. \tag{3}$$

At large $x$ the envelope of $j_{p+1}(x)$ is $1/x$, so that of $h_{\mathbf G}$ falls as $G^{-(p+2)}$. Smoother joining at the sphere surface therefore gives a faster asymptotic decay, reached once $GR$ is well above $p+1$. At small $x$ the order is reversed: the series of $j_{p+1}$ gives $h_{\mathbf G}/h_0\approx1-x^2/[2(2p+5)]$, so the narrower bump of larger $p$ falls off more slowly there.

In the example, representation A continues the cosine formula into the sphere. It has seven nonzero coefficients: $n_0$ and six equal to $-n_1/2$. Representation B adds the bump with $A=100$ nm$^{-3}$, $p=5$. The sphere fills a fraction $0.22089$ of the cell, and $4\pi R^3/\Omega$ is three times this. The average density therefore changes by

$$h_0=3(0.22089)(100)\frac{2^5\,5!}{13!!}=66.267\times\frac{3840}{135135}=1.883\ \text{nm}^{-3}.$$

At the sphere centre the densities are 35 and 135 nm$^{-3}$. At the interstitial point $(0.1,0.12,0.08)$ nm both are 50.000 nm$^{-3}$.

## (c) The complete set of invariants

**Which quantities computed from $c$ are unchanged by (1)? Which linear ones?**

**Solution.** Multiply the represented function by $\Theta$ and take its Fourier coefficient:

$$(\Theta f)_{\mathbf G}=\frac1\Omega\int_I f e^{-i\mathbf G\cdot\mathbf r}d^3r
=\sum_{\mathbf G'}\Theta_{\mathbf G-\mathbf G'}c_{\mathbf G'}. \tag{4}$$

The sum may be taken outside the integral because this is a scalar product of a mean-square-convergent series with the square-integrable function $\Theta e^{i\mathbf G\cdot\mathbf r}$. The middle expression involves $f$ on $I$ alone, so these masked coefficients are invariant.

They are also complete. If two coefficient sets have equal masked coefficients for every $\mathbf G$, their functions satisfy $\Theta(F'-F)=0$ and agree on $I$. The masked coefficients thus label each class of equivalent representations uniquely. A quantity is invariant if and only if it is a function of them.

A continuous linear functional of $c$ has the form

$$L_w(c)=\sum_{\mathbf G}w_{\mathbf G}^*c_{\mathbf G}=\frac1\Omega\int_\Omega w^*F\,d^3r$$

for some square-integrable $w$. Under (1) it changes by $\frac1\Omega\int_Sw^*h\,d^3r$. If $w=0$ in $S$, the change vanishes. If the change vanishes for every $h$, take $h=w$ in $S$; then $\int_S|w|^2d^3r=0$, so $w=0$ there. Linear invariants are those whose weight function vanishes inside the spheres.

A single coefficient $c_{\mathbf G}$ has $w=e^{i\mathbf G\cdot\mathbf r}$, of modulus one in $S$, so no single coefficient is invariant. In particular $c_0$, the cell average, is not. The number of interstitial electrons has a weight proportional to $\Theta$ and is invariant:

$$N_I=\Omega(\Theta n)_0=\Omega\sum_{\mathbf G}\Theta_{\mathbf G}^*c_{\mathbf G},$$

where $\Theta_{-\mathbf G}=\Theta_{\mathbf G}^*$ because $\Theta$ is real. The matrix element of a local interstitial potential $V$ between normalized plane waves of the same Bloch vector is

$$\frac1\Omega\int_Ie^{-i(\mathbf G-\mathbf G')\cdot\mathbf r}V\,d^3r=(\Theta V)_{\mathbf G-\mathbf G'},$$

which is again a masked coefficient. With the complete series for $V$, these interstitial matrix elements do not depend on how the potential was continued into the spheres. If the series is truncated, some dependence can remain.

For the two densities, in nm$^{-3}$:

| $\mathbf G a/2\pi$ | bare A | bare B | masked A | masked B |
|---|---|---|---|---|
| (0,0,0) | 50.0000 | 51.8831 | 40.7587 | 40.7587 |
| (1,0,0) | −2.5000 | −0.9383 | −7.4229 | −7.4229 |
| (1,1,0) | 0.0000 | 1.2895 | −2.1636 | −2.1636 |

With $\Omega=0.0640$ nm$^3$, both give $N_I=0.0640\times40.7587=2.6086$. The whole-cell integrals, 3.2000 and 3.3205, differ by the 0.1205 electrons in the bump.

## (d) Quadratic quantities and derivatives

**Examine the integrals of $|f|^2$ and $|\nabla f|^2$ over $I$, and the sum $\Omega\sum|c_{\mathbf G}|^2$. Is every continuation admissible?**

**Solution.** Write $\int_I|f|^2d^3r=\int_\Omega F^*(\Theta F)\,d^3r$ and use Parseval's theorem with (4):

$$\int_I|f|^2d^3r=\Omega\sum_{\mathbf G,\mathbf G'}c_{\mathbf G}^*\Theta_{\mathbf G-\mathbf G'}c_{\mathbf G'}. \tag{5}$$

The left side is invariant. Without the step function,

$$\Omega\sum_{\mathbf G}|c_{\mathbf G}|^2=\int_I|f|^2d^3r+\int_S|g|^2d^3r,$$

which depends on $g$ and is smallest for $g=0$. That choice gives the smallest coefficient vector but generally a jump at the surface, and hence slow convergence. In the example the interstitial integral of $n^2$ is 137.554 nm$^{-3}$ for both A and B; the whole-cell values are 162.400 and 176.437 nm$^{-3}$.

For gradients, let $f$ and $g$ be smooth up to the sphere surface, with limits $F_{\rm out}$ and $F_{\rm in}$ there, and let $\hat{\mathbf n}$ point out of the sphere. Apply the divergence theorem to $Fe^{-i\mathbf G\cdot\mathbf r}$ in each region. Contributions from opposite cell faces cancel, and

$$\int_S\nabla F\,e^{-i\mathbf G\cdot\mathbf r}d^3r=\oint\hat{\mathbf n}F_{\rm in}e^{-i\mathbf G\cdot\mathbf r}dA+i\mathbf G\int_SFe^{-i\mathbf G\cdot\mathbf r}d^3r,$$

$$\int_I\nabla F\,e^{-i\mathbf G\cdot\mathbf r}d^3r=-\oint\hat{\mathbf n}F_{\rm out}e^{-i\mathbf G\cdot\mathbf r}dA+i\mathbf G\int_IFe^{-i\mathbf G\cdot\mathbf r}d^3r.$$

Adding these and solving for the differentiated series gives

$$i\mathbf Gc_{\mathbf G}=(\nabla F)_{\mathbf G}+\frac1\Omega\oint\hat{\mathbf n}(F_{\rm out}-F_{\rm in})e^{-i\mathbf G\cdot\mathbf r}dA, \tag{6}$$

where $(\nabla F)_{\mathbf G}$ is formed from the ordinary gradients inside each region. If the continuation is continuous, the surface term vanishes, and (5) applied to each component of the gradient gives

$$\int_I|\nabla f|^2d^3r=\Omega\sum_{\mathbf G,\mathbf G'}\mathbf G\cdot\mathbf G'\,c_{\mathbf G}^*\Theta_{\mathbf G-\mathbf G'}c_{\mathbf G'}. \tag{7}$$

With the complete series, this expression is invariant among continuations that are continuous across the sphere surface and have a square-integrable gradient inside the sphere. A truncated series approaches the invariant value at a rate set by the smoothness of the joining. For a continuous continuation with a kink, such as $p=1$ in (b), the gradient jumps at the surface and the error falls only about as the inverse of the cutoff.

If there is a jump, (6) adds a delta function on the surface, precisely where $\Theta$ is discontinuous. For a locally flat surface and a cutoff $K$ along its normal coordinate $s$, the delta function becomes $\sin(Ks)/(\pi s)$. The integral of its square is $K/\pi$, half of it on the interstitial side. The truncated form (7) should therefore grow about linearly with $K$.

The direct interstitial integral of $|\nabla n|^2$ is 457.62 nm$^{-5}$. A gives 457.62, and B, truncated at index 16 on each axis, gives 457.61. A continuation with a jump of 100 nm$^{-3}$ gives $6.98\times10^4$ nm$^{-5}$ at index 8 and $1.390\times10^5$ at index 16. The ratio is 1.99, in line with the estimate.

## (e) A finite set of plane waves

**Does the freedom survive if only finitely many plane waves are kept?**

**Solution.** It does not survive exactly. Suppose two finite coefficient sets give the same function on $I$. Their difference $u$ is a finite sum of plane waves, hence analytic in all three coordinates. An analytic function that vanishes on an open region vanishes everywhere, so $u=0$ on the whole cell, and orthogonality of the plane waves makes all its coefficients zero. The freedom in (1) requires the infinite set. Representation A and a truncated B do not contradict this, because truncation makes B differ slightly from A on $I$.

What survives is poor conditioning. For a finite set define $O_{\mathbf G\mathbf G'}=\Theta_{\mathbf G-\mathbf G'}$. By (5),

$$u^\dagger Ou=\frac1\Omega\int_I|u(\mathbf r)|^2d^3r .$$

For a normalized coefficient vector this is the share of the norm lying in $I$. It is positive by the argument just given. The lowest eigenvalue $\lambda$ is the smallest attainable share, so it cannot rise when plane waves are added.

It tends to zero as the set is enlarged to include every $\mathbf G$. To see this, take any nonzero $h$ supported in $S$ and truncate its series. The truncated function converges in mean square to $h$, so its interstitial share tends to zero, and $\lambda$ is no larger than that share.

For plane waves with $|\mathbf G|a/2\pi$ up to 2, 3, 4 and 5, the sets contain 33, 123, 257 and 515 members, and

$$\lambda=2.4\times10^{-2},\quad3.1\times10^{-4},\quad6.6\times10^{-6},\quad8.6\times10^{-8}.$$

With 123 waves, direct integration puts a share 0.99969 of the lowest eigenvector's norm inside the sphere. With 515 waves, moving the coefficients a unit distance along the lowest eigenvector changes the interstitial function by only $\sqrt\lambda=2.9\times10^{-4}$ in the norm $(\Omega^{-1}\int_I|u|^2d^3r)^{1/2}$. Conversely, an error along this direction in fitted interstitial values is magnified by $1/\sqrt\lambda\approx3.4\times10^3$ in the coefficients. The sphere continuation is then formally determined but weakly constrained by interstitial data.

## (f) The Coulomb potential

**A change of continuation alters the charge density by $\rho_h$, supported in $S$. When does it leave the interstitial electric field unchanged? Use $V_0=0$ and $V_{\mathbf G}=\rho_{\mathbf G}/(\epsilon_0G^2)$ for $\mathbf G\ne0$.**

**Solution.** The potential is not a local function of the density, so masking the result does not remove its dependence on sphere charge. The convention for $V_0$ means that $V$ satisfies

$$-\epsilon_0\nabla^2V=\rho_h-\bar\rho,\qquad \bar\rho=\frac1\Omega\int_S\rho_h\,d^3r .$$

The field is unchanged when $V$ is constant on $I$, which is connected because the closed spheres are disjoint. The condition is that, in each sphere $S_a$, with $\mathbf r$ measured from its centre,

$$q_{lm}^a=\int_{S_a}\rho_h\,r^lY_{lm}^*(\hat{\mathbf r})\,d^3r=0\quad\text{for all }l,m. \tag{8}$$

*Sufficiency.* The potential of the charge in one sphere, taken in isolation, is outside that sphere

$$\phi_a(\mathbf r)=\frac1{\epsilon_0}\sum_{lm}\frac{q_{lm}^a}{2l+1}\frac{Y_{lm}(\hat{\mathbf r})}{r^{l+1}},$$

from the multipole expansion of $1/(4\pi\epsilon_0|\mathbf r-\mathbf r'|)$. Under (8) it vanishes there. Let $U$ be the sum of the $\phi_a$ over all spheres and lattice translations. It is periodic, zero on $I$, and satisfies $-\epsilon_0\nabla^2U=\rho_h$. Since (8) with $l=0$ gives $\bar\rho=0$, $V$ satisfies the same equation. The coefficients of $V-U$ then obey $G^2(V-U)_{\mathbf G}=0$, so $V-U$ is constant. Zero average of $V$ fixes $V=U-\bar U$, and on $I$ this is $V=-\bar U$.

To find $\bar U$, use $\nabla^2r^2=6$ and integrate by parts twice over a ball slightly larger than $S_a$. Near its boundary $\phi_a=0$, so no surface terms arise:

$$\int\phi_a\,d^3r=\frac16\int\phi_a\nabla^2r^2\,d^3r=\frac16\int r^2\nabla^2\phi_a\,d^3r=-\frac1{6\epsilon_0}\int_{S_a}r^2\rho_h\,d^3r .$$

Summing over the spheres in the cell, dividing by $\Omega$ and changing sign,

$$V\big|_I=\frac1{6\epsilon_0\Omega}\sum_a\int_{S_a}r^2\rho_h\,d^3r. \tag{9}$$

*Necessity.* Let $V=C$ on $I$. Then $\nabla^2V=0$ there, and since $\rho_h=0$ on $I$, Poisson's equation gives $\bar\rho=0$. The function $W=V-C$ vanishes on $I$. Over a ball slightly larger than $S_a$ and meeting no other sphere, with the harmonic function $P=r^lY_{lm}^*$,

$$q_{lm}^a=-\epsilon_0\int P\,\nabla^2W\,d^3r=-\epsilon_0\int W\,\nabla^2P\,d^3r=0 .$$

Surface terms vanish because $W=0$ near the boundary. This proves (8).

The result explains the pseudocharge method. The continued interstitial charge is supplemented in each sphere by a smooth charge whose moments are the true sphere moments minus those of the continuation. If the continuation changes by $\rho_h$, the supplement changes by a charge with moments $-q_{lm}^a$. If the moments are matched for every $l$, the total change satisfies (8) and the interstitial field is invariant. If they are matched only up to some finite $l$, any higher moments of the total change still affect the field. The constant (9) need not vanish, so the zero of potential can still move. If the sphere potentials are then solved with the interstitial potential as boundary value, they move by the same constant.

In the example the bump contains 0.1205 electrons, with charge density $-e$ times its number density. Its uncompensated potential is 0.322 V at $(0.2,0.2,0.2)$ nm and 0.016 V at $(0.2,0,0)$ nm, a spurious difference of 0.306 V. Now subtract a second bump with $p=3$ and the same number of electrons, which requires a height of 55.94 nm$^{-3}$. Both bumps are spherical, so the moments (8) with $l\ge1$ vanish, and their equal charges cancel the one with $l=0$. The integral of $r^2$ times the number density of the difference, which enters (9) and is not one of the multipole moments (8), is $-1.972\times10^{-4}$ nm$^2$, and with $e/\epsilon_0=18.1$ V nm equation (9) gives

$$V\big|_I=-\frac{(18.1\ \text{V nm})(-1.972\times10^{-4}\ \text{nm}^2)}{6(0.0640\ \text{nm}^3)}=9.3\times10^{-3}\ \text{V}.$$

The Fourier sum gives 0.00929 V at all four interstitial points examined.

A dipolar change tests a moment beyond total charge. Applying $R\,\partial/\partial z$ to the bump gives a change with no net charge but a nonzero dipole moment, and the largest potential at the same points is 0.312 V. Applying it to the compensated difference differentiates a potential that is constant on $I$, so the result should be zero there. The truncated sum gives at most $3.4\times10^{-7}$ V in magnitude at these points. Two of them, with $z=0$ and $z=a/2$, give zero by symmetry in either case, because the potential is periodic and odd in $z$. The test therefore rests on the other two, $(0.16,0.05,0.02)$ and $(0.1,0.12,0.08)$ nm.

## Computed values

```
cell edge 0.4 nm, sphere radius 0.15 nm, volume 0.0640 nm^3
density parameters n0 = 50.0, n1 = 5.0 nm^-3
bump height 100.0 nm^-3, power 5; index cutoff 16
sphere volume fraction 0.22089
density at (0.1, 0.12, 0.08) nm: A 50.000, B 50.000 nm^-3
density at sphere centre: A 35.00, B 135.00 nm^-3
G index (0, 0, 0): bare A 50.0000, B 51.8831; masked A 40.7587, B 40.7587 nm^-3
G index (1, 0, 0): bare A -2.5000, B -0.9383; masked A -7.4229, B -7.4229 nm^-3
G index (1, 1, 0): bare A 0.0000, B 1.2895; masked A -2.1636, B -2.1636 nm^-3
interstitial electrons: A 2.60856, B 2.60856
whole-cell electrons: A 3.20000, B 3.32052
interstitial integral of n^2: direct 137.5539, A 137.5539, B 137.5539 nm^-3
whole-cell integral of n^2: A 162.4000, B 176.4367 nm^-3
interstitial integral of |grad n|^2: direct 457.62, A 457.62, B 457.61 nm^-5
same with a jump of 100.0 nm^-3 at R, cutoff 8: 6.9759e+04 nm^-5
same with a jump of 100.0 nm^-3 at R, cutoff 16: 1.3902e+05 nm^-5
index radius 2: 33 plane waves, lowest overlap eigenvalue 2.4175e-02
index radius 3: 123 plane waves, lowest overlap eigenvalue 3.0942e-04
  its eigenvector: norm share in I 3.0942e-04, in S 0.999691 (direct quadrature)
index radius 4: 257 plane waves, lowest overlap eigenvalue 6.5946e-06
index radius 5: 515 plane waves, lowest overlap eigenvalue 8.6395e-08
electrons in bump 0.12052; compensator power 3, height 55.9441 nm^-3
potential change at (0.2, 0.2, 0.2) nm: raw 0.32236 V, compensated 0.00929 V
potential change at (0.2, 0.0, 0.0) nm: raw 0.01606 V, compensated 0.00929 V
potential change at (0.16, 0.05, 0.02) nm: raw -0.00731 V, compensated 0.00929 V
potential change at (0.1, 0.12, 0.08) nm: raw 0.06813 V, compensated 0.00929 V
second moment of compensated change -1.9721e-04 nm^2
predicted constant shift 0.00929 V
dipolar change, largest |potential| at these points: raw 0.3118 V, compensated 3.4e-07 V
```
